# Lowest levels of a planar rotor in a static electric field: verification in Python

```python
# Planar rigid rotor in a static field: H = -B d^2/dphi^2 - mu F cos(phi), B = hbar^2/(2 I).
# Symbols: I moment of inertia, mu dipole, F field, eta = mu F/B, eps = E/B.
# Under test: phi = 2x + pi gives y'' + (a - 2 q cos 2x) y = 0, a = 4E/B, q = 2 eta;
# allowed levels are a_0, b_2, a_2, ... (even order only); for weak fields
#   eps_ground = -eta^2/2 + 7 eta^4/32
#   eps_odd    = 1 - eta^2/12 + 5 eta^4/3456        (sin phi)
#   eps_even   = 1 + 5 eta^2/12 - 763 eta^4/3456    (cos phi)
#   splitting  = eta^2/2 - 2 eta^4/9.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import hbar, h
from scipy.special import mathieu_a, mathieu_b, mathieu_cem, mathieu_sem
from scipy.optimize import brentq

inertia, mu = 1.0e-45, 1.0e-29
B = hbar**2 / (2 * inertia)
N = 600
phi = 2 * np.pi * np.arange(N) / N
dphi = phi[1]
c2 = np.array([-1 / 2, -1 / 12, 5 / 12])            # ground, odd, even
c4 = np.array([7 / 32, 5 / 3456, -763 / 3456])
free = np.array([0.0, 1.0, 1.0])


def grid_solve(muF, wrap=1.0):
    """Fourth-order finite differences in SI; wrap=-1 is the antiperiodic condition."""
    D = np.zeros((N, N))
    for off, w in zip((-2, -1, 0, 1, 2), (-1, 16, -30, 16, -1)):
        for j in range(N):
            k = j + off
            D[j, k % N] += w * (1.0 if 0 <= k < N else wrap) / (12 * dphi**2)
    E, V = np.linalg.eigh(-hbar**2 / (2 * inertia) * D - np.diag(muF * np.cos(phi)))
    return E, V / np.sqrt(dphi)


def mathieu_levels(q):
    return np.array([mathieu_a(0, q), mathieu_b(2, q), mathieu_a(2, q)])


def fraction_levels(eta):
    def tail(e):
        t = 0.0
        for j in range(30, 1, -1):
            t = (eta**2 / 4) / (e - j * j - t)
        return t
    return np.array([
        brentq(lambda e: e - (eta**2 / 2) / (e - 1 - tail(e)), -eta - 0.1, 0.0, xtol=1e-14),
        brentq(lambda e: e - 1 - tail(e), 0.0, 1.5, xtol=1e-14),
        brentq(lambda e: e - 1 - eta**2 / (2 * e) - tail(e), 0.5, 2.0, xtol=1e-14)])


def basis_h(ms, eta):
    ms = np.array(ms)
    return np.diag(ms**2.0) - 0.5 * eta * (np.abs(ms[:, None] - ms[None, :]) == 1)


# change of variable on an arbitrary trial function
x, p, Bs, W, Es = sp.symbols('x p Bs W Es')
y = sp.exp(sp.sin(3 * x)) + x**3
psi = y.subs(x, (p - sp.pi) / 2)
lhs = -Bs * sp.diff(psi, p, 2) - W * sp.cos(p) * psi - Es * psi
rhs = -Bs / 4 * (sp.diff(y, x, 2) + (4 * Es / Bs - 2 * (2 * W / Bs) * sp.cos(2 * x)) * y)
resid = lhs - rhs.subs(x, (p - sp.pi) / 2)
for pv in (0.3, 1.7, 4.4):
    assert abs(float(resid.subs({p: pv, Bs: 1.3, W: 0.7, Es: 2.1}))) < 1e-10

# grid spectrum and states against Mathieu values, functions and continued fractions
xdeg = np.degrees(((phi - np.pi) / 2) % np.pi)
mirror = (-np.arange(N)) % N
for eta_t in (0.18, 0.9, 2.0):
    q_t = 2 * eta_t
    E, V = grid_solve(eta_t * B)
    assert np.allclose(4 * E[:3] / B, mathieu_levels(q_t), rtol=0, atol=2e-6)
    assert np.allclose(grid_solve(-eta_t * B)[0][:5] / B, E[:5] / B, rtol=0, atol=1e-8)
    odd_orders = np.sort([mathieu_a(1, q_t), mathieu_b(1, q_t)])
    assert np.allclose(4 * grid_solve(eta_t * B, -1.0)[0][:2] / B, odd_orders, rtol=0, atol=2e-6)
    assert np.min(np.abs(4 * E[:6, None] / B - odd_orders[None, :])) > 1e-2
    funcs = (mathieu_cem(0, q_t, xdeg)[0], mathieu_sem(2, q_t, xdeg)[0], mathieu_cem(2, q_t, xdeg)[0])
    for i, (f, par) in enumerate(zip(funcs, (1, -1, 1))):
        assert abs(np.sum(f * f) * dphi / np.pi - 1) < 1e-6
        assert abs(abs(np.sum(f * V[:, i]) * dphi / np.sqrt(np.pi)) - 1) < 1e-6
        assert abs(np.sum(V[:, i] * V[mirror, i]) * dphi - par) < 1e-6
    if eta_t < 1:
        assert np.allclose(fraction_levels(eta_t), E[:3] / B, rtol=0, atol=1e-6)


# matrix elements by quadrature, and the effective 2x2 matrix by explicit sum
def element(f, g):
    return np.sum(np.conj(f) * np.cos(phi) * g) * dphi


def wave(m):
    return np.exp(1j * m * phi) / np.sqrt(2 * np.pi)


for m in range(-3, 4):
    for n in range(-3, 4):
        assert abs(element(wave(m), wave(n)) - (0.5 if abs(m - n) == 1 else 0)) < 1e-12
cs = [np.full(N, 1 / np.sqrt(2 * np.pi))] + [np.cos(k * phi) / np.sqrt(np.pi) for k in (1, 2)]
sn = [np.sin(k * phi) / np.sqrt(np.pi) for k in (1, 2)]
assert abs(element(cs[0], cs[1]) - 2**-0.5) < 1e-12
assert abs(element(cs[1], cs[2]) - 0.5) < 1e-12 and abs(element(sn[0], sn[1]) - 0.5) < 1e-12
assert max(abs(element(s, c)) for s in sn for c in cs) < 1e-12
Weff = np.array([[sum(element(wave(a), wave(n)) * element(wave(n), wave(b)) / (1 - n * n)
                      for n in range(-5, 6) if abs(n) != 1) for b in (1, -1)] for a in (1, -1)]).real
assert np.allclose(Weff, [[1 / 6, 1 / 4], [1 / 4, 1 / 6]], atol=1e-12)
wv, wu = np.linalg.eigh(Weff)
assert np.allclose(wv, c2[1:], atol=1e-12) and wu[0, 1] * wu[1, 1] > 0 > wu[0, 0] * wu[1, 0]

# series coefficients extracted from 40-digit diagonalization
mp.mp.dps = 40


def mp_levels(eta, M=7):
    A = mp.zeros(2 * M + 1)
    for i in range(2 * M + 1):
        A[i, i] = (i - M)**2
        if i:
            A[i, i - 1] = A[i - 1, i] = -eta / 2
    ev = mp.eigsy(A, eigvals_only=True)
    return sorted(ev[i] for i in range(2 * M + 1))


s = mp.mpf('1e-4')
L1, L2 = mp_levels(s), mp_levels(2 * s)
e0 = [0, 1, 1, 4, 4, 9, 9]
f1 = [(L1[i] - e0[i]) / s**2 for i in range(7)]
f2 = [(L2[i] - e0[i]) / (2 * s)**2 for i in range(7)]
n2 = np.array([float((4 * a - b) / 3) for a, b in zip(f1, f2)])
n4 = np.array([float((b - a) / (3 * s**2)) for a, b in zip(f1, f2)])
assert np.allclose(n2[:3], c2, rtol=0, atol=1e-12) and np.allclose(n4[:3], c4, rtol=0, atol=1e-6)
assert abs(n2[2] - n2[1] + n2[0]) < 1e-12 and abs(n4[2] - n4[1] + 2 / 9) < 1e-6
for m in (2, 3):
    assert np.allclose(n2[2 * m - 1:2 * m + 1], 1 / (2 * (4 * m * m - 1)), rtol=0, atol=1e-12)
split2 = float((L1[4] - L1[3]) / s**4)
assert abs(split2 - 1 / 288) < 1e-8

# cause of the splitting: m = 0 alone supplies it
e3 = np.linalg.eigvalsh(basis_h([-1, 0, 1], 0.01))
assert abs((e3[2] - e3[1]) / 1e-4 - 0.5) < 1e-3
ex = np.linalg.eigvalsh(basis_h([-4, -3, -2, -1, 1, 2, 3, 4], 0.01))
assert abs(ex[1] - ex[0]) < 1e-12 and abs((ex[0] - 1) / 1e-4 + 1 / 12) < 1e-4

# first-order state, orientation, reversal of the sense of rotation
eta_s = 0.05
E, V = grid_solve(eta_s * B)
assert np.max(np.abs(V[:, 0] / V[:, 0].mean() - 1 - eta_s * np.cos(phi))) < 0.2 * eta_s**2
orient = np.array([np.sum(V[:, i]**2 * np.cos(phi)) * dphi for i in range(3)])
assert np.allclose(orient, -2 * c2 * eta_s - 4 * c4 * eta_s**3, rtol=0, atol=2e-6)
t_s = np.pi * hbar / (0.5 * eta_s**2 * B)
amp = (V.T @ wave(1) * dphi) * np.exp(-1j * E * t_s / hbar)
assert abs(np.sum(np.conj(V.T @ wave(-1) * dphi) * amp))**2 > 0.99

# worked example
print(f"hbar = {hbar:.6e} J s, h = {h:.6e} J s")
print(f"I = {inertia:.2e} kg m^2, mu = {mu:.2e} C m")
print(f"B = {B:.5e} J, B/h = {B / h / 1e6:.2f} MHz")
print(f"polarizability mu^2/B = {mu**2 / B:.5e} C^2 m^2/J")
print(f"W/(eta^2 B): diagonal {Weff[0, 0]:.6f}, off-diagonal {Weff[0, 1]:.6f}")
print("extracted eta^2 coeff (ground, odd, even): " + ", ".join(f"{v:.6f}" for v in n2[:3]))
print("extracted eta^4 coeff (ground, odd, even): " + ", ".join(f"{v:.6f}" for v in n4[:3]))
print(f"extracted eta^2 coeff |m|=2: {n2[3]:.6f}, |m|=3: {n2[5]:.6f}")
print(f"extracted |m|=2 splitting/(eta^4 B) = {split2:.7f}")
for name, ratio in (("ground", 7 / 16), ("splitting", 4 / 9)):
    e10 = np.sqrt(0.1 / ratio)
    print(f"4th/2nd order = 10 % for {name}: eta = {e10:.4f}, F = {e10 * B / mu:.4e} V/m")
for F in (1.0e5, 5.0e5):
    muF = mu * F
    eta = muF / B
    av = mathieu_levels(2 * eta)
    exact = B * av / 4
    Eg, Vg = grid_solve(muF)
    assert np.allclose(Eg[:3] / B, exact / B, rtol=0, atol=1e-6)
    second = B * (free + c2 * eta**2)
    fourth = second + B * c4 * eta**4
    print(f"--- F = {F:.2e} V/m")
    print(f"mu F = {muF:.4e} J, (mu F)^2/B = {muF**2 / B:.5e} J")
    print(f"eta = {eta:.6f}, eta^2 = {eta**2:.6f}, q = {2 * eta:.6f}")
    print(f"a0 = {av[0]:.6f}, b2 = {av[1]:.6f}, a2 = {av[2]:.6f}")
    for i, name in enumerate(("ground", "odd", "even")):
        print(f"E {name}: 2nd {second[i]:.5e}, 4th {fourth[i]:.5e}, exact {exact[i]:.5e} J")
    for name, i in (("odd", 1), ("even", 2)):
        print(f"shift {name}: 2nd {second[i] - B:.5e}, exact {exact[i] - B:.5e} J")
    d2, d4, dx = second[2] - second[1], fourth[2] - fourth[1], exact[2] - exact[1]
    print(f"splitting: 2nd {d2:.5e}, 4th {d4:.5e}, exact {dx:.5e} J")
    print(f"E ground/h: 2nd {second[0] / h / 1e6:.3f}, exact {exact[0] / h / 1e6:.3f} MHz")
    print(f"splitting/h: 2nd {d2 / h / 1e6:.3f}, exact {dx / h / 1e6:.3f} MHz")
    print(f"error E ground: 2nd {100 * (second[0] / exact[0] - 1):.3f} %, "
          f"4th {100 * (fourth[0] / exact[0] - 1):.3f} %")
    print(f"error splitting: 2nd {100 * (d2 / dx - 1):.3f} %, 4th {100 * (d4 / dx - 1):.3f} %")
    print(f"estimates 7 eta^2/16 = {700 * eta**2 / 16:.3f} %, 4 eta^2/9 = {400 * eta**2 / 9:.3f} %")
    og = [np.sum(Vg[:, i]**2 * np.cos(phi)) * dphi for i in range(3)]
    print("<cos> leading (ground, odd, even): " + ", ".join(f"{v:.5f}" for v in -2 * c2 * eta))
    print("<cos> exact   (ground, odd, even): " + ", ".join(f"{v:.5f}" for v in og))
    print(f"pi hbar/splitting: 2nd {np.pi * hbar / d2:.4e}, exact {np.pi * hbar / dx:.4e} s")
    if eta < 0.3:
        assert abs(second[0] / exact[0] - 1 - 7 * eta**2 / 16) < eta**4
        assert abs(d2 / dx - 1 - 4 * eta**2 / 9) < eta**4
    else:
        assert second[0] / exact[0] - 1 > 0.1 and d2 / dx - 1 > 0.1
print("no test failed")
```

Running it gives:

```
hbar = 1.054572e-34 J s, h = 6.626070e-34 J s
I = 1.00e-45 kg m^2, mu = 1.00e-29 C m
B = 5.56061e-24 J, B/h = 8392.02 MHz
polarizability mu^2/B = 1.79836e-35 C^2 m^2/J
W/(eta^2 B): diagonal 0.166667, off-diagonal 0.250000
extracted eta^2 coeff (ground, odd, even): -0.500000, -0.083333, 0.416667
extracted eta^4 coeff (ground, odd, even): 0.218750, 0.001447, -0.220775
extracted eta^2 coeff |m|=2: 0.033333, |m|=3: 0.014286
extracted |m|=2 splitting/(eta^4 B) = 0.0034722
4th/2nd order = 10 % for ground: eta = 0.4781, F = 2.6585e+05 V/m
4th/2nd order = 10 % for splitting: eta = 0.4743, F = 2.6376e+05 V/m
--- F = 1.00e+05 V/m
mu F = 1.0000e-24 J, (mu F)^2/B = 1.79836e-25 J
eta = 0.179836, eta^2 = 0.032341, q = 0.359673
a0 = -0.063793, b2 = 3.989226, a2 = 4.053004
E ground: 2nd -8.99182e-26, 4th -8.86459e-26, exact -8.86825e-26 J
E odd: 2nd 5.54562e-24, 4th 5.54563e-24, exact 5.54563e-24 J
E even: 2nd 5.63554e-24, 4th 5.63426e-24, exact 5.63429e-24 J
shift odd: 2nd -1.49864e-26, exact -1.49780e-26 J
shift even: 2nd 7.49318e-26, exact 7.36843e-26 J
splitting: 2nd 8.99182e-26, 4th 8.86257e-26, exact 8.86623e-26 J
E ground/h: 2nd -135.704, exact -133.839 MHz
splitting/h: 2nd 135.704, exact 133.808 MHz
error E ground: 2nd 1.393 %, 4th -0.041 %
error splitting: 2nd 1.417 %, 4th -0.041 %
estimates 7 eta^2/16 = 1.415 %, 4 eta^2/9 = 1.437 %
<cos> leading (ground, odd, even): 0.17984, 0.02997, -0.14986
<cos> exact   (ground, odd, even): 0.17496, 0.02994, -0.14494
pi hbar/splitting: 2nd 3.6845e-09, exact 3.7367e-09 s
--- F = 5.00e+05 V/m
mu F = 5.0000e-24 J, (mu F)^2/B = 4.49591e-24 J
eta = 0.899182, eta^2 = 0.808529, q = 1.798364
a0 = -1.272255, b2 = 3.734156, a2 = 4.997524
E ground: 2nd -2.24796e-24, 4th -1.45278e-24, exact -1.76863e-24 J
E odd: 2nd 5.18595e-24, 4th 5.19121e-24, exact 5.19104e-24 J
E even: 2nd 7.43390e-24, 4th 6.63137e-24, exact 6.94732e-24 J
shift odd: 2nd -3.74659e-25, exact -3.69564e-25 J
shift even: 2nd 1.87330e-24, exact 1.38671e-24 J
splitting: 2nd 2.24796e-24, 4th 1.44016e-24, exact 1.75627e-24 J
E ground/h: 2nd -3392.592, exact -2669.196 MHz
splitting/h: 2nd 3392.592, exact 2650.551 MHz
error E ground: 2nd 27.102 %, 4th -17.858 %
error splitting: 2nd 27.996 %, 4th -17.999 %
estimates 7 eta^2/16 = 35.373 %, 4 eta^2/9 = 35.935 %
<cos> leading (ground, odd, even): 0.89918, 0.14986, -0.74932
<cos> exact   (ground, odd, even): 0.58562, 0.14585, -0.42999
pi hbar/splitting: 2nd 1.4738e-10, exact 1.8864e-10 s
no test failed
```
